# Damped Oscillation and Valley Ahead of a Retracting Solid Film Edge, part 2

A solid film on a flat, rigid substrate retracts by surface diffusion alone, and its edge digs a valley in the film ahead. How deep is the valley? The thickness $h(x,t)$ does not vary along the edge and is $h_0$ far ahead. The edge has moved by $s(t)$ at speed $V=ds/dt$, positive when it retreats into the film. Stress, grain boundaries, vapour exchange and any force from the substrate are left out. For small slopes

$$h_t=-B\,h_{xxxx},$$

with $B=\frac{D_s\gamma\Omega^2\nu}{k_BT}$. Here $D_s$ is the surface diffusivity averaged over all surface atoms, $\gamma$ the surface energy, $\Omega$ the atomic volume, $\nu$ the number of surface atoms per unit area and $T$ the temperature. The chemical potential, measured from that of a flat surface, is

$$\mu=-\gamma\Omega\,\frac{h_{xx}}{(1+h_x^2)^{3/2}} .$$

Arc length along the surface is $\sigma$. With $y=x-s(t)$, $h=h_0+u(y,t)$ and primes for $\partial/\partial y$,

$$u_t-Vu'=-B\,u'''' .$$

If $\ell|\dot V|/V^2\ll1$, where $\ell=(B/V)^{1/3}$, $u_t$ may be dropped, leaving $u'''=u/\ell^3$. The decaying solutions are $e^{K\eta}$ and the complex conjugate, where $\eta=y/\ell$ and $K=e^{2\pi i/3}=(-1+i\sqrt3)/2$. This steady tail, whose amplitude was called $A$, has zeros $3.628\,\ell$ apart; each extremum is $0.163$ times the size of the previous one, with the opposite sign.

The contact angle $\theta$ fixes the edge slope $m=\tan\theta$, and no metal leaves through the edge:

$$h=0,\qquad h'=m,\qquad h'''=0\qquad (y=0).$$

When $m\ell\gg h_0$, $u(0)=-h_0$ is replaced to leading order by $u(0)=0$, giving

$$u=\frac{2m\ell}{\sqrt3}\,e^{-\eta/2}\sin\!\left(\frac{\sqrt3\,\eta}{2}\right).$$

The rim is at $\eta=1.209$, with $u=0.546\,m\ell$; the valley is at $\eta=4.837$, with $u=-0.0891\,m\ell$. The depth is thus expressed through $V$, which is not yet known. What supplies it?

**A.** The metal balance supplies it. Integrate the time-dependent equation from the edge to infinity:

$$\frac{d}{dt}\int_0^\infty u\,dy=-Vu(0)+Bu'''(0)=Vh_0 .$$

Apart from a constant set by the starting shape, the area of the profile above $h_0$ equals the removed area $h_0s$. With $\int_0^\infty e^{-\eta/2}\sin(\sqrt3\eta/2)\,d\eta=(\sqrt3/2)/(1/4+3/4)=\sqrt3/2$, the leading profile has area $m\ell^2$. So $\ell^2=h_0s/m$, and

$$V=\frac{B}{\ell^3}=B\left(\frac{m}{h_0s}\right)^{3/2},\qquad s^{5/2}=\frac52B\left(\frac{m}{h_0}\right)^{3/2}t .$$

The second result follows by integrating $s^{3/2}ds$. The edge slows as $V\propto t^{-3/5}$, while $\ell$ and the valley depth grow as $t^{1/5}$.

The condition for quasi-steady motion can now be evaluated. Since $V\propto\ell^{-3}$, $\dot V=-3(V^2/\ell)\,d\ell/ds$, and $\ell^2=h_0s/m$ gives $d\ell/ds=h_0/(2m\ell)$. Therefore

$$\frac{\ell|\dot V|}{V^2}=3\frac{d\ell}{ds}=\frac{3h_0}{2m\ell},$$

which is small under the same condition $m\ell\gg h_0$.

**Q.** The valley reaches the substrate when $0.0891\,m\ell=h_0$, so at $m\ell/h_0\approx11$. Is that large enough for a leading-order formula?

**A.** Not for a good depth. The correction is of order $h_0$, the very thickness we are comparing with, so it has to be found. Measure height in $h_0$, length in $h_0/m$ and time in $(h_0/m)^4/B$. Then $h_0=m=B=1$ and $V=\ell^{-3}$. Write

$$u=\ell f_0(\eta)+f_1(\eta)+O(1/\ell),\qquad f_0={\rm Re}\,[Ce^{K\eta}],\quad C=-\frac{2i}{\sqrt3}.$$

From $d\ell/ds=1/(2\ell)$ follows $\dot\ell=V/(2\ell)=1/(2\ell^4)$. At fixed $y$, $\eta$ changes at rate $-\eta\dot\ell/\ell$, so $u_t=(f_0-\eta f_0')/(2\ell^4)$, where primes on $f_0$ and $f_1$ mean $d/d\eta$. The terms of order $\ell^{-4}$ in the equation of motion are

$$\tfrac12(f_0-\eta f_0')-f_1'=-f_1'''',\qquad f_1''''-f_1'=\tfrac12{\rm Re}\,[C(K\eta-1)e^{K\eta}].$$

Try $f_1={\rm Re}[p\,e^{K\eta}]$ with $p=a\eta^2+b\eta+d$. The fourth derivative multiplies $e^{K\eta}$ by $K^4p+4K^3p'+6K^2p''$, the first by $Kp+p'$. Because $K^3=1$, their difference is

$$3p'+6K^2p''=6a\eta+3b+12K^2a .$$

Matching the terms in $\eta$ gives $a=CK/12$. Then $12K^2a=C$, and the constant terms require $3b+C=-C/2$, so $b=-C/2=i/\sqrt3$.

The edge conditions left for $f_1$ are $f_1(0)=-1$ and $f_1'(0)=0$. The first gives ${\rm Re}\,d=-1$. The second is ${\rm Re}(b+Kd)=0$; since $b$ is imaginary, $d=-1+i/\sqrt3$, which equals $CK^2$. The third condition is then met:

$$f_1'''(0)={\rm Re}(d+3K^2b+6Ka)={\rm Re}(d-CK^2)=0 .$$

The result is

$$f_1={\rm Re}\left[C\left(\frac{K\eta^2}{12}-\frac\eta2+K^2\right)e^{K\eta}\right].$$

**Q.** What does it do to the valley?

**A.** At $\eta=4.837$, $p=0.950+4.495i$ and $e^{K\eta}=0.0891(-0.500-0.866i)$. The real part of the product is $0.3045$. The shift of the minimum affects its value only at the next order, so, in ordinary units,

$$\text{valley depth}=0.0891\,m\ell-0.3045\,h_0+O\!\left(\frac{h_0^2}{m\ell}\right).$$

The metal balance changes too. With $\int\eta^2e^{K\eta}d\eta=-2$, $\int\eta e^{K\eta}d\eta=K$ and $\int e^{K\eta}d\eta=-K^2$ over $0<\eta<\infty$,

$$\int_0^\infty f_1\,d\eta={\rm Re}(-2a+bK-dK^2)=-\tfrac16-\tfrac12-1=-\tfrac53,$$

so in scaled units $s=\ell^2-5\ell/3+O(1)$.

**Q.** All this rests on an expansion. Have you tried the moving edge without assuming that it is nearly steady?

**A.** Yes. I solved the time-dependent small-slope equation with the three edge conditions, starting from the wedge $h=\min(y,1)$ in scaled units, with cells of width 0.3 over a length of 600. To reach the limit of large $\ell$ I continued the linear equation past the moment when the valley touches the substrate. Beyond that moment it is mathematics and not a film.

At $\ell=20$ and $\ell=40$ the largest difference from the two-term profile is $0.032\,h_0$ and $0.015\,h_0$. It roughly halves, as an omitted term of order $1/\ell$ should. At $\ell=40.01$ the displacement is 1533.6, against $\ell^2-5\ell/3=1534.1$. The valley-to-rim ratio is 0.149 and then 0.156, approaching 0.163.

**Q.** And the spacing of the zeros, which was your main prediction?

**A.** Between the first two zeros beyond the rim it is $3.469\,\ell$ and $3.544\,\ell$, below the steady value $3.628\,\ell$. The correction explains this. Write $u={\rm Re}[Ce^{K\eta}(\ell+g)]$, where $g$ is the bracket multiplying $C$ in $f_1$. For $|g|\ll\ell$ the factor $\ell+g$ adds the phase ${\rm Im}\,g/\ell$, whose varying part is $\sqrt3\,\eta^2/(24\ell)$. The steady zeros lie at $\eta=2\pi/\sqrt3$ and $4\pi/\sqrt3$, whose squares differ by $4\pi^2$. The extra phase between them is $\sqrt3\pi^2/(6\ell)$. Dividing by the phase rate $\sqrt3/2$ shortens the spacing by $\pi^2/(3\ell)$, in units of $\ell$. This predicts 3.463 and 3.545.

The term in $\eta^2$ also sets a limit. Far enough ahead it is no longer small compared with $\ell$, and there the steady tail is not a good description, although its amplitude is already tiny.

**Q.** When does the valley cut the film?

**A.** The two-term depth equals $h_0$ at $m\ell/h_0=14.65$. The time-dependent solution gives 14.26, at a displacement of $179\,h_0/m$ and a time

$$t_{\rm p}\approx2.2\times10^5\,\frac{h_0^4}{m^4B}.$$

Doubling the cell width and the relative time step changes this time by 0.24%. At fixed $m$ and $B$, a film twice as thick lasts sixteen times longer in this model.

**Q.** Give me nanometres and seconds.

**A.** Take $h_0=10$ nm, $\theta=30^\circ$ ($m=0.577$), $T=673$ K and an anneal of 3600 s. The other values are round numbers, roughly in the regime of clean copper on a liner that it wets fairly well: $D_s=10^6$ nm²/s, $\gamma=1.70$ J/m² $=10.6$ eV/nm², $\Omega=0.012$ nm³ and $\nu=\Omega^{-2/3}=19.1$ nm⁻². With $k_BT=0.0580$ eV,

$$B=\frac{10^6\times10.6\times(0.012)^2\times19.1}{0.0580}\approx5.03\times10^5\ {\rm nm^4/s}.$$

After one hour the time-dependent solution has $V=0.1355$ nm/s, so

$$\ell=\left(\frac{5.03\times10^5}{0.1355}\right)^{1/3}\approx155\ {\rm nm},\qquad \frac{m\ell}{h_0}\approx8.9 .$$

The edge has moved 1.1 µm. The rim stands 40 nm above the flat film. The valley lies about 720 nm from the edge and is 5.4 nm deep, which leaves 4.6 nm of metal. The leading formula gives a depth of 8.0 nm and the two-term formula 4.9 nm. The remaining 0.5 nm is 5% of $h_0$, a plausible size for the omitted term, since $h_0^2/(m\ell)$ is 1.1 nm. In this small-slope model pinch-off comes after about 11 h, at a displacement of 3.1 µm.

**Q.** A slope of 0.577 is not small.

**A.** I repeated the leading-order front with full curvature. With $\kappa=u''/(1+u'^2)^{3/2}$ the steady balance is $d\kappa/d\sigma=u/\ell^3$, which can be integrated along the arc from the tail to the edge. At the same $\ell$ and the same $30^\circ$, valley depth and rim height are both about 10% below their small-slope values. For the leading depth of 8.0 nm this is 0.8 nm. The steep edge also changes $\ell$ and the timing. Solving the moving-edge problem with full curvature gives, after one hour, $\ell\approx159$ nm, a valley 4.8 nm deep and a rim 36 nm high. Pinch-off then comes after about 17 h instead of 11 h: at leading order the time is proportional to $\ell^5$ and to the area of the front in units of $m\ell^2$. The shallower valley raises $m\ell/h_0$ at pinch-off from 14.3 to 15.9, a factor 1.74 in $\ell^5$. The steep front has about 0.885 of the small-slope area, and this brings the factor down to 1.54.

Unsteadiness is moderate: $\ell|\dot V|/V^2=0.18$. It is included in the time-dependent numbers but not in the simple steady tail.

**Q.** And the substrate, which you told to keep silent?

**A.** Let the film have an interaction energy $-A/(12\pi h^2)$ per area, where $A$ now denotes a constant energy and no longer the tail amplitude. Differentiating with respect to $h$ adds $A/(6\pi h^3)$ to $\mu/\Omega$. For $A>0$ this is largest where the film is thinnest, so it drives metal out of the valley; at the valley its sign is opposite to that of the capillary term $-\gamma u''$. With a rough $A=1$ eV, the difference between valley and flat film is 17% of the capillary pressure $\gamma u''$ at the valley. It grows steeply as the film thins: along the small-slope solution it equals the capillary pressure after about 3 h, long before the 11 h pinch-off. If this term is included in the moving-edge equation beyond the rim, the one-hour valley is 5.8 nm deep instead of 5.4 nm, and the film at the valley is down to 1.5 nm after about 1.7 h instead of 5.6 h (about 2.4 h with full curvature). For a positive $A$ of this size, the one-hour numbers change little, but the pinch-off times of 11 h and 17 h are much too long. They describe a film that feels no force from the substrate.

**Q.** Would a real interconnect film behave like this?

**A.** A polycrystalline one should not be expected to. The temperature, 400 °C, is high but relevant for interconnect processing. The diffusivity is for a clean surface and uncertain by at least a factor of ten; contamination or a cap can slow it greatly. At fixed annealing time, dividing or multiplying $D_s$ by ten gives $\ell=99$ or $243$ nm, and in the second case the small-slope pinch-off time is about 1.1 h. Facets, stress and evaporation are not sized here. One assumption that clearly fails is the absence of grain boundaries, since a 10 nm metal film normally has grains much smaller than the 700 nm between edge and valley.

**Q.** How much does that one matter?

**A.** Consider one boundary in a flat film, with depth profile $g(x,t)$ measured upwards from the original surface. Force balance fixes the slope $g_x(0)=m_g$, and symmetry allows no flux, $g_{xxx}(0)=0$. Let $\hat g=\int_0^\infty g\cos(px)\,dx$. Integrating $g_{xxxx}$ by parts four times gives $p^2m_g+p^4\hat g$, so

$$\hat g_t=-B(p^4\hat g+p^2m_g),\qquad \hat g=-\frac{m_g}{p^2}\left(1-e^{-Bp^4t}\right).$$

The inverse transform at $x=0$, with $p$ rescaled by $(Bt)^{1/4}$, gives the groove depth

$$-g(0,t)=\frac{2m_g}{\pi}(Bt)^{1/4}\int_0^\infty\frac{1-e^{-p^4}}{p^2}\,dp=0.780\,m_g(Bt)^{1/4}.$$

For a boundary energy of roughly one third of $\gamma$, the balance $2\gamma\sin\phi=\gamma/3$ gives $m_g=\tan\phi=0.169$. The groove reaches through 10 nm after

$$\frac{1}{B}\left(\frac{10\ {\rm nm}}{0.780\times0.169}\right)^4\approx66\ {\rm s}.$$

This is for an isolated boundary in the same small-slope model. If parallel boundaries lie a distance $L$ apart, their grooves overlap, and the surface between them settles into an arc of constant curvature. For small slopes the arc is a parabola, whose ends lie $m_gL/6$ below its mean height, so the grooves stop at that depth. They reach through 10 nm only if $L$ exceeds about 355 nm.

Widely spaced boundaries therefore cut this film long before the valley does. In a film with 50 nm grains the same grooves stop at about 1.4 nm. Points where three grains meet are deeper and are not treated here. Even shallow grooves disturb the uniform film assumed ahead of the edge, so the valley calculation applies to a front free of grain boundaries, for instance within one large grain. The edge must also stay straight. When the thickness may vary along the edge, surface diffusion can make small ripples of a retracting edge grow, and they may become large before the valley reaches the substrate. The pinch-off times above are therefore for an edge that remains straight. The numerical output below gives most of the values with more digits.

## Calculated quantities

```
GENERAL RESULTS (scaled units unless stated)
decaying roots k*ell: -0.5000+0.8660j, -0.5000-0.8660j
advancing edge, only decaying root: -1.0000
zero spacing / ell, theory: 3.6276
successive extrema ratio, theory: 0.1630
rim and valley positions / ell: 1.2092, 4.8368
rim height / (m ell), leading: 0.5463
valley depth / (m ell), leading: 0.0891
valley depth reduction / h0, next order: 0.3045
integral of f1: -1.66667
simulation at ell = 20.01 h0/m:
  zero spacing / ell 3.4686
  valley/rim ratio 0.1494
  valley depth / h0 1.5031
  largest two-term profile error / h0 0.0324
  edge displacement 366.5 h0/m
  d ln s / d ln t 0.4149
simulation at ell = 40.01 h0/m:
  zero spacing / ell 3.5441
  valley/rim ratio 0.1559
  valley depth / h0 3.2707
  largest two-term profile error / h0 0.0148
  edge displacement 1533.6 h0/m
  d ln s / d ln t 0.4073
pinch-off ell: simulation 14.26 h0/m
pinch-off ell: two-term formula 14.65 h0/m
pinch-off displacement: 178.9 h0/m
pinch-off time: 2.188e+05 (h0/m)^4/B
pinch-off time shift, coarse grid: 0.241 %
EXAMPLE
h0 10.0 nm; contact angle 30.0 deg; m 0.5774
temperature 673 K; anneal 3600 s
D_s 1.00e+06 nm^2/s; surface energy 1.70 J/m^2
atom volume 0.0120 nm^3; sites 19.08 nm^-2
kT 0.05799 eV; B 5.0264e+05 nm^4/s
length unit h0/m 17.321 nm; time unit 0.1791 s
edge speed 0.1355 nm/s; ell 154.78 nm
edge displacement 1115.1 nm
rim height above flat film 40.12 nm
valley distance from edge 724.1 nm
valley depth 5.437 nm; remaining film 4.563 nm
leading valley depth 7.959 nm
two-term valley depth 4.915 nm
valley depth shift, coarse grid -0.105 %
pinch-off time 10.88 h
pinch-off displacement 3.099 um
NEGLECTED EFFECTS IN THE EXAMPLE
unsteadiness ell |dV/dt| / V^2: 0.1849
full-slope/small-slope valley depth: 0.8969
full-slope/small-slope rim height: 0.8957
van der Waals/capillary pressure (A=1.0 eV): 0.1682
ell for D_s/10 and 10 D_s: 99.3, 242.9 nm
boundary/surface energy 0.333; slope 0.1690
groove factor 0.7801; groove piercing time 65.8 s
```
